# Fermi energy and interaction parameter of a (100) silicon inversion layer

## Question

I am stuck on this exercise: *for a (100) silicon inversion layer with $10^{12}$ electrons per cm², find the Fermi energy and the interaction parameter, using two valleys, mass 0.19 and permittivity 7.8.*

I filled a two-dimensional disc in $k$ space with two spins per state and got 12.6 meV. I don't see where the valleys enter, or whether they also change the interaction parameter. I have found that parameter defined both as a ratio of lengths and as a ratio of energies, and the two don't agree. And why 7.8, when silicon has a permittivity of 11.7? Finally, can I use the answers for a transistor at room temperature?

## Answer

Your 12.6 meV is the result for one valley. The second valley halves it. The ratio of lengths does not contain the valley number, while the ratio of energies does, which is why your two definitions disagree.

I assume zero temperature, no magnetic field, and one occupied subband, meaning one state of motion perpendicular to the surface. Energies are measured from the bottom of that subband. The Fermi energy below is that of non-interacting electrons.

### Which valleys, and which mass?

Silicon has six equivalent conduction valleys, each with one heavy and two light directions. Confinement at the surface costs kinetic energy, and this cost is smaller for a larger mass along the normal. On a (100) surface, two valleys have their heavy direction along the normal, so they lie lowest. Both of their in-plane directions are light, hence the isotropic mass $m=0.19\,m_0$, with $m_0$ the free-electron mass. The valley number is $g_v=2$.

### Fermi energy

Take a periodic square of area $A$. Each allowed wave vector occupies an area $(2\pi)^2/A$ in $k$ space and holds $2g_v$ electrons, the 2 being for spin. Filling a disc of radius $k_F$ gives

$$
n=\frac{N}{A}=2g_v\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_vk_F^2}{2\pi},
\qquad k_F^2=\frac{2\pi n}{g_v}.
$$

Therefore

$$
E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi\hbar^2n}{g_vm}.
$$

In convenient units, $n=0.01$ nm$^{-2}$ and $\hbar^2/m_0=0.0762$ eV nm², so

$$
E_F=\frac{\pi(0.0762)(0.01)}{2(0.19)}\ \text{eV}=6.3\ \text{meV}.
$$

This corresponds to a Fermi temperature of about 73 K. With $g_v=1$ the same formula gives your 12.6 meV.

Since $E_F\propto n$, the density of states is constant, $D=n/E_F$. The mean kinetic energy is then

$$
\frac1n\int_0^{E_F}D\,E\,dE=\frac{D E_F^2}{2n}=\frac{E_F}{2}.
$$

The counting can be tested without replacing the discrete states by a disc. A periodic square of side 4000 nm holds 160,000 electrons at this density, which fill 40,000 orbitals with four electrons each. Sorting the discrete energies puts the highest filled level at 6.303 meV and the mean energy at 3.15 meV, as the formulas require.

### Why the permittivity is 7.8

The electrons sit close to the boundary between silicon ($\epsilon_s=11.7$) and oxide ($\epsilon_o=3.9$), and their field lines run through both. Put a charge $e$ on the boundary and try the potential $\phi=C/R$ on both sides, where $R$ is the distance from the charge. It is continuous across the plane. Its field is radial, so it has no normal component on the plane away from the charge, and the condition on the normal displacement holds too. Gauss's law over two hemispheres fixes $C$:

$$
2\pi\epsilon_0(\epsilon_s+\epsilon_o)C=e,
\qquad
\phi=\frac{e}{4\pi\epsilon_0\kappa R},
\qquad
\kappa=\frac{\epsilon_s+\epsilon_o}{2}=7.8.
$$

This assumes electrons exactly at the boundary and thick material on both sides. Both assumptions are examined below.

### Interaction parameter

Define $r_0$ as the radius of a disc that contains one electron on average:

$$
\pi r_0^2n=1,\qquad r_0=\frac1{\sqrt{\pi n}}=5.64\ \text{nm}.
$$

Now measure all positions in units of $r_0$, writing $\mathbf r=r_0\mathbf x$. Each derivative brings a factor $1/r_0$, so the kinetic and repulsive terms of the Hamiltonian become

$$
-\frac{\hbar^2}{mr_0^2}\,\frac12\sum_i\nabla_{x_i}^2
+\frac{e^2}{4\pi\epsilon_0\kappa r_0}\sum_{i<j}\frac1{|\mathbf x_i-\mathbf x_j|}.
$$

Dividing by $\hbar^2/(mr_0^2)$ leaves one dimensionless coefficient in front of the repulsion:

$$
r_s=\frac{e^2}{4\pi\epsilon_0\kappa r_0}\,\frac{mr_0^2}{\hbar^2}
=\frac{r_0}{a^*},
\qquad
a^*=\frac{4\pi\epsilon_0\kappa\hbar^2}{me^2}.
$$

The length $a^*$ is the effective Bohr radius. It minimizes $\hbar^2/(2ma^2)-e^2/(4\pi\epsilon_0\kappa a)$, the balance between the cost of localization and Coulomb attraction. With $e^2/(4\pi\epsilon_0)=1.44$ eV nm,

$$
a^*=\frac{(7.8)(0.0762)}{(0.19)(1.44)}\ \text{nm}=2.17\ \text{nm},
\qquad
r_s=\frac{5.64}{2.17}=2.6.
$$

This is the value I would give as the interaction parameter. No valley number has entered it.

For the energy convention, compare $E_C$, the Coulomb energy of two electrons at distance $r_0$, with $E_F$. Because $\pi n=1/r_0^2$, the Fermi energy can be written as $E_F=\hbar^2/(g_vmr_0^2)$, and

$$
\frac{E_C}{E_F}
=\frac{e^2}{4\pi\epsilon_0\kappa r_0}\,\frac{g_vmr_0^2}{\hbar^2}
=g_v\frac{r_0}{a^*}=g_vr_s.
$$

Numerically, $E_C=1.44/(7.8\times5.64)$ eV $=32.7$ meV, and $32.7/6.3=5.2$. So the answers are **$E_F=6.3$ meV and $r_s=2.6$**, or 5.2 if the parameter is defined as $E_C/E_F$.

Neither ratio is small, so the repulsion cannot be regarded as a weak correction. The 6.3 meV is a reference scale, not a calculated property of the interacting electron liquid.

### Changing the density or polarizing the spins

At fixed mass and permittivity, $E_F\propto n$ and $r_s\propto n^{-1/2}$: a dilute layer is the more strongly interacting one. At $10^{11}$ cm$^{-2}$, $E_F$ falls to 0.63 meV and $r_s$ rises to $2.6\sqrt{10}=8.2$.

Suppose instead that a magnetic field in the plane polarizes all spins at the original density. Neglect interactions and the field's effect on orbital motion. Each wave vector now holds $g_v$ electrons instead of $2g_v$, so $k_F^2$ doubles and the Fermi energy, measured from the bottom of the occupied spin band, becomes 12.6 meV. For the other spin band to be empty, the spin splitting must be at least this large. At this density the case is a counting exercise only: with a $g$ factor of 2 it needs about 109 T, where the magnetic length of 2.5 nm is comparable to the layer thickness and the orbital effect can no longer be neglected. The value of $r_s$ is unchanged, since it contains neither the spin nor the valley degeneracy.

### Is one subband enough?

At zero temperature this requires the next subband to lie more than $E_F$ above the lowest one. I estimated the spacing in the Hartree approximation, where each electron moves in the average field of the others. Let $z$ be the depth, $\rho(z)=|\psi(z)|^2$ the normalized profile, and $N_d=10^{11}$ cm$^{-2}$ a chosen density of depletion charge. Gauss's law gives the slope of the potential energy:

$$
V'(z)=\frac{e^2}{\epsilon_0\epsilon_s}\left[N_d+n\int_z^\infty\rho(z')\,dz'\right].
$$

I solved this together with the Schrödinger equation for a rough normal mass $m_z=0.92\,m_0$ and an impenetrable oxide, omitting exchange, correlation and the image potential.

The solution can be checked through the force on the wall. Multiply the Schrödinger equation by $\psi'$ and integrate over $z$. Since $\psi$ vanishes at both ends, integration by parts leaves

$$
\frac{\hbar^2}{2m_z}|\psi'(0)|^2=\int_0^\infty V'\rho\,dz
=\frac{e^2}{\epsilon_0\epsilon_s}\left(N_d+\frac n2\right).
$$

The factor ½ arises because, of two independent electrons with the same profile, the second is deeper than the first with probability one half. The computed ratio of the left side to the right side is 0.998.

The next subband of the same valleys lies 13.7 meV above the lowest, and the first subband of the other four valleys lies 14 meV above it. Those four valleys have a light direction along the normal, so their levels were computed in the same potential with a normal mass of $0.19\,m_0$. Both gaps exceed 6.3 meV, so within this model and for this $N_d$ the one-subband assumption holds at zero temperature. The margin depends on the depletion charge: the gaps shrink to about 8 meV at $N_d=10^{10}$ cm$^{-2}$, fall just below $E_F$ at $10^{9}$ cm$^{-2}$, and grow to about 22 meV at $3\times10^{11}$ cm$^{-2}$. The omitted terms also shift them by several meV, the image potential downward and exchange upward.

### Room temperature

At temperature $T$, with one subband and constant $D=n/E_F$,

$$
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/kT}+1}
=DkT\ln\!\left(1+e^{\mu/kT}\right).
$$

Replacing $n$ by $DE_F$ and solving for the chemical potential gives

$$
\mu=kT\ln\!\left(e^{E_F/kT}-1\right).
$$

At 4.2 K, $kT=0.36$ meV is much smaller than $E_F$, and $\mu$ is practically equal to $E_F$. At 300 K, $kT=25.9$ meV and $\mu=-33$ meV: the sharp Fermi disc has gone.

The one-subband assumption fails as well. If the zero-temperature levels are kept fixed, the lowest subband holds only 8.5% of the electrons at 300 K. Don't take that percentage as a prediction. Electrons that move deeper increase the integral in $V'(z)$ and so steepen the well, an effect the fixed levels leave out. With the Hartree potential made self-consistent at 300 K, the gaps widen to about 28 meV and the share rises to about 23%, still far from a single subband.

### How good is the Coulomb law with 7.8?

**Layer thickness.** The Hartree profile has a mean depth of 2.8 nm, not small compared with $r_0$. For a charge inside the silicon, add an image of strength $\beta$ at the mirror position, and describe the oxide side by a source of strength $\gamma$ at the original position. All strengths are relative to $e/(4\pi\epsilon_0\epsilon_s)$. Continuity of the potential and of the normal displacement requires

$$
1+\beta=\gamma,\qquad \epsilon_s(1-\beta)=\epsilon_o\gamma,
\qquad\text{so}\qquad
\beta=\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}=0.5.
$$

Two electrons at depths $z,z'$ and lateral distance $r_0$ then repel with energy

$$
\frac{e^2}{4\pi\epsilon_0\epsilon_s}
\left[\frac1{\sqrt{r_0^2+(z-z')^2}}+\frac{\beta}{\sqrt{r_0^2+(z+z')^2}}\right].
$$

At $z=z'=0$ this returns the law with $\kappa$, because $(1+\beta)/\epsilon_s=1/\kappa$. Averaged over the Hartree profile, it is 0.87 times that value. The Coulomb energy at $r_0$ drops from 32.7 to about 28.5 meV, and its ratio to $E_F$ from 5.2 to about 4.5.

**Metal gate.** Return to electrons at the boundary, with a metal behind an oxide of thickness $d$. For a charge pattern of lateral wave number $q$, the potential decays as $e^{-qz}$ in the silicon and varies as $\sinh[q(z+d)]$ in the oxide, vanishing at the metal. The jump in displacement is proportional to $\epsilon_s+\epsilon_o\coth qd$, instead of $\epsilon_s+\epsilon_o$ without the gate. With $u=e^{-2qd}$ and $\coth qd=(1+u)/(1-u)$, the gate multiplies the potential by

$$
\frac{\epsilon_s+\epsilon_o}{\epsilon_s+\epsilon_o\coth qd}
=\frac{1-u}{1-\beta u}
=1-(1-\beta)\sum_{k=1}^{\infty}\beta^{k-1}e^{-2kqd}.
$$

A factor $e^{-2kqd}$ is what results from moving the source away by $2kd$ along the normal. In real space, the repulsion at $r_0$ is therefore multiplied by

$$
1-(1-\beta)\sum_{k=1}^{\infty}\beta^{k-1}
\frac{r_0}{\sqrt{r_0^2+4k^2d^2}}.
$$

This equals 0.98 for $d=100$ nm and 0.36 for $d=2$ nm. With the thin oxide, $E_C$ falls to about 11.8 meV and $E_C/E_F$ to 1.9. The definition still gives $r_s=2.6$, but that number no longer measures the repulsion at $r_0$. The thin-oxide estimate is itself rough, since the mean depth of the layer exceeds the oxide thickness. Combining the gate with the Hartree profile gives a factor of about 0.45 instead of 0.36, that is 14.8 meV and a ratio to $E_F$ of about 2.35.

### Comparison with real devices

The exercise suits a silicon transistor with a thick oxide, studied at liquid-helium temperature. For a mobility of $\mu_e=10^4$ cm²/Vs, a round value for a good device of that kind, the time in which an electron loses its momentum is $\tau=m\mu_e/e=1.08$ ps. If scattering is equally likely in all directions, this is also the lifetime of a state, and the level broadening is about $\hbar/\tau=0.61$ meV, a tenth of $E_F$. At $10^{11}$ cm$^{-2}$ and the same mobility, the broadening would be about as large as $E_F$, and a clean Fermi disc would be a poor starting point. The oxide field $e(n+N_d)/(\epsilon_0\epsilon_o)$ is 0.51 MV/cm, far below a rough breakdown field of 10 MV/cm.

A scaled transistor in operation is a different case. It runs near or above room temperature, has a nearby gate, and in strong inversion carries roughly $10^{13}$ cm$^{-2}$. At that density the one-subband formula would give 63 meV, but the gaps found here belong to $10^{12}$ cm$^{-2}$ and change with both densities. At $10^{13}$ cm$^{-2}$ the same Hartree model gives about 35 meV for $N_d=10^{11}$ cm$^{-2}$ and about 100 meV for $N_d=3\times10^{12}$ cm$^{-2}$, so the subbands must be calculated for the actual doping before that number is used. The numerical output below lists the values for the exercise.

## Computed results

```
sheet density: 1e+12 cm^-2
valleys: 2
in-plane mass: 0.19 m0
permittivity of silicon: 11.7
permittivity of oxide: 3.9
mean permittivity: 7.8
hbar^2/m0: 0.0762 eV nm^2
e^2/(4 pi eps0): 1.44 eV nm
Fermi wave number: 0.1772 nm^-1
Fermi energy: 6.3 meV
Fermi energy from filled box states: 6.303 meV
mean kinetic energy from box states: 3.15 meV
Fermi energy if one valley: 12.6 meV
Fermi temperature: 73.1 K
density of states: 1.587e+14 eV^-1 cm^-2
disc radius r0: 5.642 nm
effective Bohr radius: 2.172 nm
effective Bohr radius by minimization: 2.172 nm
interaction parameter r_s: 2.597
Coulomb energy at r0: 32.72 meV
Coulomb energy / Fermi energy: 5.194
kT at 4.2 K: 0.362 meV
kT at 300 K: 25.9 meV
one-subband chemical potential, 300 K: -33.3 meV
depletion charge density: 1e+11 cm^-2
normal mass, two lowest valleys: 0.92 m0
gap to next subband, same valleys: 13.7 meV
gap to lowest subband, other valleys: 14 meV
wall force / mean force: 0.9981
lowest-subband share at 300 K: 8.5 %
mean depth of electrons: 2.83 nm
image strength beta: 0.5
repulsion factor, finite thickness: 0.872
repulsion factor, gate at 100 nm: 0.98
repulsion factor, gate at 2 nm: 0.359
mobility: 1e+04 cm2/Vs
scattering time: 1.08 ps
disorder broadening: 0.609 meV
oxide field: 0.51 MV/cm
```
